# Quantum Thermal Expansion of a Bond from the Vanishing Mean Force: a numerical check

```python
# Thermal lengthening of a weakly anharmonic bond.
# Result under test: for V(x) = k x^2/2 - g x^3 + h x^4 (h of order g^2/k),
#   <x> = (3 g / k^2) U(T),  U = (hbar w/2) coth(hbar w / 2 kB T),
# which follows from the vanishing thermal mean force <V'(x)> = 0.
# x: stretch from the minimum, k: force constant, g: cubic constant,
# h: quartic constant, w = sqrt(k/m), m: reduced mass, U: harmonic energy.
# Part 1 uses units m = k = hbar = 1; part 2 treats O2 in Hartree units.
import numpy as np
from scipy import constants as const
from scipy.optimize import brentq
from scipy.special import digamma
from pyscf import gto, dft, lib

lib.num_threads(1)


def levels(grid, potential, mass):
    """Energies and grid probabilities from a sinc-function grid Hamiltonian."""
    n = len(grid)
    step = grid[1] - grid[0]
    diff = np.subtract.outer(np.arange(n), np.arange(n))
    safe = np.where(diff == 0, 1, diff)
    kinetic = np.where(diff == 0, np.pi**2 / 3, 2.0 / safe**2)
    kinetic = kinetic * (1 - 2 * (np.abs(diff) % 2)) / (2 * mass * step**2)
    energy, vectors = np.linalg.eigh(kinetic + np.diag(potential))
    return energy, vectors**2


def thermal_density(energy, prob, kT):
    weight = np.exp(-(energy - energy[0]) / kT)
    return prob @ (weight / weight.sum())


def harmonic_energy(w, kT):
    return 0.5 * w / np.tanh(0.5 * w / kT)


# ---------- Part 1: model oscillator, m = k = hbar = 1 ----------
q = np.linspace(-16, 16, 241)
QUARTIC_RATIO = 7 / 6      # h k / g^2, the ratio of a Morse curve


def well(x, g):
    return x**2 / 2 - g * x**3 + QUARTIC_RATIO * g**2 * x**4


def well_slope(x, g):
    return x - 3 * g * x**2 + 4 * QUARTIC_RATIO * g**2 * x**3


solved = {g: levels(q, well(q, g), 1.0) for g in (0.0, 0.005, 0.01)}


def mean_x(g, kT):
    return thermal_density(*solved[g], kT) @ q


worst_force = 0.0
worst_shift = 0.0
for kT in (0.05, 0.3, 0.5, 1.0, 2.0):
    # equilibrium has no mean force; a centred harmonic state does
    rho = thermal_density(*solved[0.01], kT)
    worst_force = max(worst_force, abs(rho @ well_slope(q, 0.01)))
    rho0 = thermal_density(*solved[0.0], kT)
    assert rho0 @ well_slope(q, 0.01) < -0.01
    # harmonic spread from diagonalization against the coth law
    assert abs(rho0 @ q**2 / harmonic_energy(1.0, kT) - 1) < 1e-8
    error = mean_x(0.01, kT) / (3 * 0.01 * harmonic_energy(1.0, kT)) - 1
    worst_shift = max(worst_shift, abs(error))
assert worst_force < 1e-8
assert worst_shift < 3e-3

# the relative error of the law is of second order in g
error_ratios = []
for kT in (0.05, 2.0):
    err = [mean_x(g, kT) / (3 * g * harmonic_energy(1.0, kT)) - 1
           for g in (0.01, 0.005)]
    error_ratios.append(err[0] / err[1])
    assert 3.6 < error_ratios[-1] < 4.4

# slope of the length follows the vibrational heat capacity
kT, dT = 0.4, 1e-3
slope = (mean_x(0.005, kT + dT) - mean_x(0.005, kT - dT)) / (2 * dT)
y = 0.5 / kT
assert abs(slope / (3 * 0.005 * (y / np.sinh(y))**2) - 1) < 2e-3

# classical Boltzmann integral, and the first quantum correction to it
fine = np.linspace(-25, 25, 20001)


def classical_mean(g, kT):
    weight = np.exp(-well(fine, g) / kT)
    return (weight @ fine) / weight.sum()


assert abs(classical_mean(0.005, 1.0) / (3 * 0.005) - 1) < 1e-3
excess = mean_x(0.005, 3.0) / classical_mean(0.005, 3.0) - 1
assert abs(excess * 12 * 3.0**2 - 1) < 0.02

# Morse ground state: closed-form mean stretch against the zero-point law
a_morse = 0.1
depth = 1 / (2 * a_morse**2)
n_morse = 2 * np.sqrt(2 * depth) / a_morse
morse_exact = (np.log(n_morse) - digamma(n_morse - 1)) / a_morse
morse_law = 3 * (depth * a_morse**3) / 2
assert abs(morse_exact / morse_law - 1) < 0.005

# ---------- Part 2: the O2 bond, PBE0/6-31G*, triplet ----------
EV = const.physical_constants['Hartree energy in eV'][0]
ANG = const.physical_constants['Bohr radius'][0] * 1e10
PM = 100 * ANG
KB = const.physical_constants['kelvin-hartree relationship'][0]
MASS_O = 15.9949           # input: mass of the 16O atom in u
mu = MASS_O / 2 * const.atomic_mass / const.m_e


def bond_energy(r, guess=None):
    mol = gto.M(atom=[['O', (0, 0, 0)], ['O', (0, 0, r)]], unit='Bohr',
                basis='6-31g*', spin=2, verbose=0)
    mf = dft.UKS(mol)
    mf.xc = 'pbe0'
    mf.conv_tol = 1e-10
    energy = mf.kernel(dm0=guess)
    assert mf.converged
    return energy, mf.make_rdm1()


r_low, r_high, n_nodes = 1.80, 3.10, 12
r_check = 2.30
e_check, guess = bond_energy(r_check)
nodes = np.cos(np.pi * (np.arange(n_nodes) + 0.5) / n_nodes)
r_nodes = 0.5 * (r_low + r_high) + 0.5 * (r_high - r_low) * nodes
e_nodes = np.array([bond_energy(r, guess)[0] for r in r_nodes])
curve = np.polynomial.Chebyshev.fit(r_nodes, e_nodes, 9,
                                    domain=[r_low, r_high])
fit_error = abs(curve(r_check) - e_check)   # this point was not fitted
assert fit_error < 2e-5

re = brentq(curve.deriv(1), 2.0, 2.6)
k = curve.deriv(2)(re)
g = -curve.deriv(3)(re) / 6
h = curve.deriv(4)(re) / 24
w = np.sqrt(k / mu)
assert g > 0 and 16 * k * h > 9 * g**2


def law(T):
    energy = 0.5 * w if T == 0 else harmonic_energy(w, KB * T)
    return 3 * g * energy / k**2


def classical_law(T):
    return 3 * g * KB * T / k**2


r_grid = np.linspace(r_low, r_high, 100)
v_grid = curve(r_grid) - curve(re)
e_vib, p_vib = levels(r_grid, v_grid, mu)


def full_vibration(T):
    """Mean stretch on the whole computed curve without rotation."""
    rho = p_vib[:, 0] if T == 0 else thermal_density(e_vib, p_vib, KB * T)
    return rho @ r_grid - re


rotor = []
for J in range(1, 122, 2):                  # odd J only for 16O2
    e_J, p_J = levels(r_grid, v_grid + J * (J + 1) / (2 * mu * r_grid**2), mu)
    rotor.append((2 * J + 1, e_J, r_grid @ p_J))


def full_rovibration(T):
    """Mean stretch on the whole curve with thermal rotation."""
    e_min = rotor[0][1][0]
    top = bottom = 0.0
    for degeneracy, e_J, r_J in rotor:
        weight = degeneracy * np.exp(-(e_J - e_min) / (KB * T))
        top += weight @ r_J
        bottom += weight.sum()
    return top / bottom - re


T_use = 1273.0
kT_use = KB * T_use
rotation = 2 * kT_use / (k * re)
rho_use = thermal_density(e_vib, p_vib, kT_use)
assert abs(rho_use @ curve.deriv(1)(r_grid)) < 1e-3 * k * law(T_use)
assert abs(full_vibration(0) / law(0) - 1) < 0.04
assert abs(full_vibration(T_use) / law(T_use) - 1) < 0.06
assert abs(full_rovibration(T_use) / (law(T_use) + rotation) - 1) < 0.07
added = full_rovibration(T_use) - full_vibration(T_use)
assert abs(added / rotation - 1) < 0.15

y_use = 0.5 * w / kT_use
freeze = (y_use / np.sinh(y_use))**2
alpha_classical = 3 * g * KB / (k**2 * re)
barrier = k**3 / (54 * g**2)
spread = np.sqrt(harmonic_energy(w, kT_use) / k)

print("MODEL OSCILLATOR (m = k = hbar = 1)")
print(f"largest mean force in equilibrium, g=0.01: {worst_force:.1e}")
print(f"largest relative error of the law, g=0.01: {worst_shift:.2e}")
print(f"error ratio on halving g, kT=0.05: {error_ratios[0]:.3f}")
print(f"error ratio on halving g, kT=2: {error_ratios[1]:.3f}")
print(f"quantum excess over classical, kT=3: {excess:.5f}")
print(f"Morse ground state (a=0.1), closed form: {morse_exact:.5f}")
print(f"Morse ground state (a=0.1), law: {morse_law:.5f}")
print("O2 BOND, UKS PBE0/6-31G*, triplet")
print(f"mass of one atom: {MASS_O:.4f} u")
print(f"fit error at the unfitted point: {fit_error * EV * 1000:.4f} meV")
print(f"bond length at the minimum r_e: {re * ANG:.4f} Angstrom")
print(f"force constant k: {k * EV / ANG**2:.2f} eV/Angstrom^2")
print(f"cubic constant g: {g * EV / ANG**3:.2f} eV/Angstrom^3")
print(f"quartic constant h: {h * EV / ANG**4:.1f} eV/Angstrom^4")
print(f"quantum hbar*omega: {w * EV:.4f} eV")
print(f"vibrational temperature hbar*omega/kB: {w / KB:.0f} K")
print(f"kB*T at {T_use:.0f} K: {kT_use * EV:.4f} eV")
print(f"harmonic energy U at {T_use:.0f} K: "
      f"{harmonic_energy(w, kT_use) * EV:.4f} eV")
print(f"rms stretch at {T_use:.0f} K: {spread * PM:.3f} pm")
print("mean stretch from the law and from its classical limit:")
for T in (0, 300, 600, 1273, 2500, 5000):
    print(f"  T = {T:4d} K: law {law(T) * PM:.4f} pm, "
          f"classical {classical_law(T) * PM:.4f} pm")
print(f"thermal part of the law, 0 to {T_use:.0f} K: "
      f"{(law(T_use) - law(0)) * PM:.4f} pm")
print(f"heat-capacity factor C/kB at {T_use:.0f} K: {freeze:.4f}")
print(f"expansion coefficient at {T_use:.0f} K: "
      f"{alpha_classical * freeze * 1e6:.3f} 1e-6/K")
print(f"classical expansion coefficient: {alpha_classical * 1e6:.3f} 1e-6/K")
print("NEGLECTED EFFECTS, SAME BOND CURVE")
print(f"whole curve, no rotation, 0 K: {full_vibration(0) * PM:.4f} pm")
print(f"whole curve, no rotation, {T_use:.0f} K: "
      f"{full_vibration(T_use) * PM:.4f} pm")
print(f"rotation, estimate 2kT/(k r_e), {T_use:.0f} K: {rotation * PM:.4f} pm")
print(f"rotation, whole curve, {T_use:.0f} K: {added * PM:.4f} pm")
print(f"whole curve with rotation, {T_use:.0f} K: "
      f"{full_rovibration(T_use) * PM:.4f} pm")
print(f"false barrier of the purely cubic well: {barrier * EV:.3f} eV")
print(f"false barrier over kB*T at {T_use:.0f} K: {barrier / kT_use:.2f}")
print("done: every assertion held")
```

Printed output:

```
MODEL OSCILLATOR (m = k = hbar = 1)
largest mean force in equilibrium, g=0.01: 2.3e-14
largest relative error of the law, g=0.01: 1.45e-03
error ratio on halving g, kT=0.05: 4.022
error ratio on halving g, kT=2: 3.936
quantum excess over classical, kT=3: 0.00923
Morse ground state (a=0.1), closed form: 0.07527
Morse ground state (a=0.1), law: 0.07500
O2 BOND, UKS PBE0/6-31G*, triplet
mass of one atom: 15.9949 u
fit error at the unfitted point: 0.0040 meV
bond length at the minimum r_e: 1.2021 Angstrom
force constant k: 88.39 eV/Angstrom^2
cubic constant g: 105.38 eV/Angstrom^3
quartic constant h: 167.0 eV/Angstrom^4
quantum hbar*omega: 0.2149 eV
vibrational temperature hbar*omega/kB: 2494 K
kB*T at 1273 K: 0.1097 eV
harmonic energy U at 1273 K: 0.1427 eV
rms stretch at 1273 K: 4.019 pm
mean stretch from the law and from its classical limit:
  T =    0 K: law 0.4349 pm, classical 0.0000 pm
  T =  300 K: law 0.4351 pm, classical 0.1046 pm
  T =  600 K: law 0.4487 pm, classical 0.2092 pm
  T = 1273 K: law 0.5776 pm, classical 0.4439 pm
  T = 2500 K: law 0.9429 pm, classical 0.8717 pm
  T = 5000 K: law 1.7795 pm, classical 1.7435 pm
thermal part of the law, 0 to 1273 K: 0.1427 pm
heat-capacity factor C/kB at 1273 K: 0.7332
expansion coefficient at 1273 K: 2.127 1e-6/K
classical expansion coefficient: 2.901 1e-6/K
NEGLECTED EFFECTS, SAME BOND CURVE
whole curve, no rotation, 0 K: 0.4360 pm
whole curve, no rotation, 1273 K: 0.5855 pm
rotation, estimate 2kT/(k r_e), 1273 K: 0.2065 pm
rotation, whole curve, 1273 K: 0.2140 pm
whole curve with rotation, 1273 K: 0.7996 pm
false barrier of the purely cubic well: 1.152 eV
false barrier over kB*T at 1273 K: 10.50
done: every assertion held
```
